# Apparent mobility of a ballistic two-dimensional oxide channel

## Problem

A transistor channel is a two-dimensional electron layer of length \(L=20\ \mathrm{nm}\). Its electrons occupy one parabolic, isotropic subband of mass \(m=0.2\,m_0\), where \(m_0\) is the free-electron mass. The temperature is 300 K, and the layer is dilute enough for Boltzmann statistics. Electrons cross without scattering, and the source and drain absorb every electron that reaches them.

A small drain bias \(V\) produces a current \(J\) per unit width. An experimenter who knows the sheet density \(n\) interprets the result as if the channel were an ordinary resistor:

\[
J=qn\mu_{\rm app}\frac{V}{L},\qquad
\mu_{\rm app}=\frac{JL}{qnV}.
\]

Here \(q>0\) is the elementary charge and \(J\) is the magnitude of the current per width. What apparent mobility is obtained?

## A tempting solution

In a Maxwell distribution, the electrons moving toward the drain have a mean forward velocity \(v_T\), which is \(1.203\times10^7\ \mathrm{cm/s}\) here. The source therefore sends a particle flux \(nv_T\) into the channel. The drain sends back a similar flux, reduced by a Boltzmann factor because the bias lowers its electrochemical potential by \(qV\). The net current is

\[
J=qnv_T\left(1-e^{-qV/kT}\right)\simeq qnv_T\frac{qV}{kT},
\]

and the definition of apparent mobility gives

\[
\mu_{\rm app}=\frac{qLv_T}{kT}
=\frac{(2.0\times10^{-6}\ \mathrm{cm})(1.203\times10^7\ \mathrm{cm/s})}{0.025852\ \mathrm{V}}
\simeq 931\ \mathrm{cm^2/Vs}.
\]

## Where it fails

The velocity and the Boltzmann factor are right. The fault is the density assigned to the source flux.

Set \(V=0\). The argument then has \(n\) electrons per area moving forward and another \(n\) moving backward, a total of \(2n\). But the experimenter's \(n\) counts all electrons, whichever way they move. At equilibrium, half of them came from the source and half from the drain. The tempting solution found the current of a channel with density \(2n\) and divided it by \(n\).

## Correct solution

**The forward velocity.** The Maxwell weight is \(e^{-m(v_x^2+v_y^2)/2kT}\). Averaging \(v_x\) over the electrons with \(v_x>0\), the \(v_y\) integrals cancel. With \(a=m/2kT\),

\[
v_T=\frac{\int_0^\infty v_xe^{-av_x^2}\,dv_x}{\int_0^\infty e^{-av_x^2}\,dv_x}
=\frac{1/(2a)}{\tfrac12\sqrt{\pi/a}}
=\frac{1}{\sqrt{\pi a}}
=\sqrt{\frac{2kT}{\pi m}}.
\]

This differs from the mean speed, \(1.890\times10^7\ \mathrm{cm/s}\), which is larger by \(\pi/2\) because it ignores direction.

**The two populations.** Let \(n_+\) and \(n_-\) be the densities of forward and backward movers at the top of the source–drain barrier. The experimenter's \(n\) is taken to be the total density there. This equals the average density of the channel only if the band edge is flat along it; under a curved barrier the average is larger, and a mobility extracted with it is correspondingly smaller. Without scattering, each population keeps the electrochemical potential of its own reservoir. Their velocity distributions have the same shape, so

\[
n_-=n_+e^{-qV/kT},\qquad
n=n_++n_-=n_+\left(1+e^{-qV/kT}\right).
\]

**The current.** Subtracting the fluxes and eliminating \(n_+\),

\[
J=qv_T(n_+-n_-)
=qnv_T\frac{1-e^{-qV/kT}}{1+e^{-qV/kT}}
=qnv_T\tanh\frac{qV}{2kT}.
\]

The last step multiplies numerator and denominator by \(e^{qV/2kT}\). For \(qV\ll kT\), the hyperbolic tangent equals its argument to leading order, hence

\[
J\simeq qnv_T\frac{qV}{2kT},\qquad
\boxed{\mu_B=\frac{qLv_T}{2kT}=\frac{qL}{\sqrt{2\pi mkT}}}.
\]

The numbers give

\[
\mu_B=\frac{(2.0\times10^{-6})(1.203\times10^7)}{2(0.025852)}
\simeq465\ \mathrm{cm^2/Vs}
=0.0465\ \mathrm{m^2/Vs}.
\]

A direct sum over plane-wave states, with forward states filled by the source and backward states by the drain, gives 465.37 against 465.36 from the formula. The sum used a reduced Fermi level \(\eta=-10\), measured from the subband edge in units of \(kT\), and a bias of 0.1 mV.

## What the result means

The ballistic conductance per width, \(J/V=q^2nv_T/2kT\), does not contain \(L\). The factor \(L\) in \(\mu_B\) enters through the resistor formula used to interpret the data. A shorter ballistic channel therefore has a smaller apparent mobility although nothing in the material has changed. At fixed \(L\) and \(m\), \(\mu_B\propto T^{-1/2}\): at 358 K it is \(426\ \mathrm{cm^2/Vs}\).

The bias must be small compared with \(2kT/q\), about 52 mV. At fixed barrier-top density, the full current law gives

\[
\frac{\mu_{\rm app}}{\mu_B}=\frac{\tanh x}{x},\qquad x=\frac{qV}{2kT}.
\]

This yields \(460\ \mathrm{cm^2/Vs}\) at 10 mV and \(360\ \mathrm{cm^2/Vs}\) at 50 mV.

## When the electrons become degenerate

Now keep the bias small but use Fermi statistics. Let \(E_F\) be the Fermi level measured from the subband edge, \(\eta=E_F/kT\), and \(f\) the Fermi function. Including spin, the forward particle flux is

\[
\Phi_+=2\int_{-\infty}^{\infty}\frac{dk_y}{2\pi}\int_0^\infty\frac{dk_x}{2\pi}\,v_xf.
\]

The bias separates the two reservoir levels by \(qV\), so \(J=q(qV)\,\partial\Phi_+/\partial E_F\). Use \(v_x\,dk_x=dE_x/\hbar\) and \(\partial f/\partial E_F=-\partial f/\partial E_x\). The \(E_x\) integral then leaves \(f\) at \(E_x=0\):

\[
\frac{J}{V}=\frac{q^2}{2\pi^2\hbar}\int_{-\infty}^{\infty}dk_y\,
\frac{1}{1+e^{\hbar^2k_y^2/2mkT-\eta}}
=\frac{q^2\sqrt{2\pi mkT}}{2\pi^2\hbar^2}F_{-1/2}(\eta),
\]

where

\[
F_{-1/2}(\eta)=\frac{2}{\sqrt\pi}\int_0^\infty\frac{du}{1+e^{u^2-\eta}}.
\]

The constant density of states gives

\[
n=NF_0(\eta),\qquad N=\frac{mkT}{\pi\hbar^2},\qquad F_0=\ln(1+e^\eta).
\]

Dividing \(J/V\) by \(qn\) and multiplying by \(L\),

\[
\mu=\frac{qL}{\sqrt{2\pi mkT}}\frac{F_{-1/2}}{F_0}
=\mu_B\frac{F_{-1/2}(\eta)}{F_0(\eta)}.
\]

At low density put \(z=e^\eta\). To second order, \(F_{-1/2}=z-z^2/\sqrt2\) and \(F_0=z-z^2/2\). Their ratio, with \(z\simeq n/N\), is

\[
\frac{\mu}{\mu_B}\simeq1-\left(\frac1{\sqrt2}-\frac12\right)\frac nN.
\]

Here \(N=2.16\times10^{12}\ \mathrm{cm^{-2}}\). At \(10^{11}\ \mathrm{cm^{-2}}\) the correction is about 1 percent and \(\mu=461\ \mathrm{cm^2/Vs}\). At \(10^{12}\) and \(10^{13}\ \mathrm{cm^{-2}}\), the full factor gives 424 and \(238\ \mathrm{cm^2/Vs}\).

In the opposite limit, \(\eta\gg1\), the integrand of \(F_{-1/2}\) is nearly one up to \(u=\sqrt\eta\) and nearly zero beyond. Thus \(F_{-1/2}\simeq2\sqrt{\eta/\pi}\), \(F_0\simeq\eta\), and

\[
\mu\simeq\mu_B\frac{2}{\sqrt{\pi\eta}}
=\frac{2qL}{\pi\sqrt{2mE_F}}.
\]

The temperature has dropped out. Faster electrons are injected as the density rises, but a smaller fraction of them lies near the Fermi level, where the bias changes the occupation.

## When electrons scatter

Let \(\Phi_+\) and \(\Phi_-\) now be the forward and backward fluxes along the channel, and let \(1/\lambda\) be the probability per length of reversal. In this two-flux model,

\[
\frac{d\Phi_+}{dx}=\frac{d\Phi_-}{dx}=-\frac{\Phi_+-\Phi_-}{\lambda}.
\]

The net flux \(\Phi=\Phi_+-\Phi_-\) is constant. To find the transmission, inject \(\Phi_0\) at the source and nothing at the drain. At the drain \(\Phi_-=0\), so \(\Phi=\Phi_+(L)=\Phi_0-\Phi L/\lambda\), and

\[
\mathcal T=\frac{\Phi}{\Phi_0}=\frac{\lambda}{\lambda+L}.
\]

The density is \((\Phi_++\Phi_-)/v_T\), with gradient \(-2\Phi/(\lambda v_T)\). The diffusion constant is therefore \(D=v_T\lambda/2\), and the Einstein relation gives the long-channel mobility

\[
\mu_d=\frac{qD}{kT}=\frac{qv_T\lambda}{2kT}=\mu_B\frac{\lambda}{L}.
\]

Near equilibrium, scattering multiplies the ballistic conductance by \(\mathcal T\) at unchanged \(n\). Hence

\[
\frac1{\mu_{\rm app}}=\frac1{\mu_B}\left(1+\frac L\lambda\right)
=\frac1{\mu_B}+\frac1{\mu_d}.
\]

For \(L\ll\lambda\) this returns \(\mu_B\); for \(L\gg\lambda\) it returns \(\mu_d\). Taking \(\mu_d=80\ \mathrm{cm^2/Vs}\) gives \(\lambda=20(80/465.4)=3.44\ \mathrm{nm}\), \(\mathcal T=0.147\) and \(\mu_{\rm app}=68\ \mathrm{cm^2/Vs}\).

The two-flux model replaces all directions of motion by two. A simulation of random flights with isotropic scattering in the plane and a mean free path of 2.19 nm, which corresponds to the same \(\mu_d\), gives a transmission of 0.1466, with a statistical error of about 0.0005. Solving the same transport problem without sampling noise gives 0.1458, and a constant scattering time with the same \(\mu_d\) gives 0.143 and \(66\ \mathrm{cm^2/Vs}\). Within the classical picture the simplification therefore costs only a few percent here. The classical picture itself is marginal: an electron of energy \(kT\) has a wavelength of about 17 nm, the product of its wave number and this free path is about 0.8, and the collision broadening \(\hbar/\tau\simeq70\ \mathrm{meV}\), with \(\tau=m\mu_d/q\), exceeds \(kT\). The values with scattering are therefore estimates.

## Beside a real oxide channel

The mass, the length and a thickness of 2 nm are rough values in the regime of ultrathin indium oxide transistors; the 80 \(\mathrm{cm^2/Vs}\) above is likewise a rough diffusive mobility. At the low density of the problem, scattering matters most among the effects estimated here: with that value it lowers the nondegenerate result from 465 to \(68\ \mathrm{cm^2/Vs}\). A density of \(10^{11}\ \mathrm{cm^{-2}}\) suits the problem but is far below the roughly \(10^{13}\ \mathrm{cm^{-2}}\) of a strongly turned-on channel, where degeneracy alone nearly halves the ballistic value.

Series resistance also enters a two-terminal measurement. At \(10^{11}\ \mathrm{cm^{-2}}\) the ballistic resistance is \(L/(qn\mu)=2.71\ \mathrm{k\Omega\,\mu m}\). An additional contact resistance of \(0.20\ \mathrm{k\Omega\,\mu m}\), a rough total for both contacts, reduces the extracted value to

\[
461\times\frac{2.71}{2.71+0.20}\simeq429\ \mathrm{cm^2/Vs}.
\]

At \(10^{13}\ \mathrm{cm^{-2}}\) the ballistic resistance is only \(0.052\ \mathrm{k\Omega\,\mu m}\). The same contact resistance would then dominate, reducing the extracted value from 238 to about \(49\ \mathrm{cm^2/Vs}\).

The meaning of the quoted mass matters too. If 0.2 is the bulk mass and the band obeys \(E(1+\alpha E)=\hbar^2(k^2+\pi^2/t^2)/2m\) in a hard-wall well of thickness \(t\), differentiation with respect to \(k^2\) shows that the in-plane mass at the subband edge \(E_1\) is \(m(1+2\alpha E_1)\). For \(t=2\ \mathrm{nm}\) and a rough \(\alpha=0.5\ \mathrm{eV^{-1}}\), \(E_1=0.393\ \mathrm{eV}\). The mass there grows by a factor 1.39. Using this edge mass for all the electrons lowers \(\mu_B\) to \(394\ \mathrm{cm^2/Vs}\); the further growth of the mass with energy, neglected here, would lower it slightly more. Real walls are softer and confine less. In the same well the second subband lies 0.79 eV higher, so its thermal occupation is negligible.

Tunnelling through the source–drain barrier depends on the barrier's shape. For a height of 0.3 eV, held fixed, a WKB estimate of tunnelling through a flat top adds only about 1 percent to the classical over-barrier flux. This leaves out quantum reflection of the slow electrons just above the top, which is much larger. With the exact transmission, the net flux falls by about 55 percent for abrupt edges, by about 27 percent for edges ramped smoothly over 5 nm, and still by about 10 percent for ramps of 20 nm. For a parabolic barrier falling to zero at the channel ends, the transmission formula of an unbounded parabola gives a net increase of about 16 percent when the electrons at the barrier top are nondegenerate; at \(10^{13}\ \mathrm{cm^{-2}}\) there the increase is below 1 percent. These are changes of flux, not of mobility: an apparent mobility also requires the density, which quantum effects can change as well. The numerical output below lists the values used.

## Calculated quantities

```
Channel length: 20.0 nm
Effective mass: 0.20 free-electron masses
Temperature: 300 K
Thermal voltage kT/q: 25.852 mV
Mean forward velocity v_T: 1.2030e+07 cm/s
Mean speed: 1.8897e+07 cm/s
Ballistic mobility, formula: 465.36 cm2/Vs
Ballistic mobility, state sum: 465.37 cm2/Vs
Ballistic mobility, SI: 0.04654 m2/Vs
Density scale N: 2.160e+12 cm^-2
Density 1e+11 cm^-2: eta -3.049, factor 0.9905, mobility 460.9 cm2/Vs
Density 1e+12 cm^-2: eta -0.530, factor 0.9116, mobility 424.2 cm2/Vs
Density 1e+13 cm^-2: eta 4.620, factor 0.5115, mobility 238.0 cm2/Vs
Bias 10 mV: field 0.0050 MV/cm, nondegenerate mobility 459.6 cm2/Vs
Bias 50 mV: field 0.0250 MV/cm, nondegenerate mobility 359.7 cm2/Vs
Rough diffusive mobility input: 80.0 cm2/Vs
Isotropic free path: 2.189 nm
Backscattering length: 3.438 nm
Transmission, formula: 0.1467 (no unit)
Transmission, random flights: 0.1466 (no unit)
Apparent mobility with scattering: 68.3 cm2/Vs
Ballistic resistance at 1e11 cm^-2: 2.708 kohm um
Rough total contact resistance input: 0.20 kohm um
Ballistic mobility with contacts: 429.2 cm2/Vs
Ballistic mobility at 358 K: 426.0 cm2/Vs
Source-drain barrier input: 0.30 eV
Added tunnelling flux, flat top WKB: 0.95 percent
Net added flux, parabolic top: 15.8 percent
Channel thickness input: 2.0 nm
Rough nonparabolicity input: 0.50 1/eV
First confinement energy: 0.393 eV
Gap to second subband: 0.789 eV
Second-subband Boltzmann factor: 5.58e-14 (no unit)
In-plane mass increase factor: 1.393 (no unit)
Ballistic mobility with heavier mass: 394.3 cm2/Vs
```
